\section*{Apparent Activation Energy of Dopant Diffusion at Fixed Extrinsic Doping, part 2}

A model donor in silicon diffuses as a neutral pair with a native defect. The problem is how doping changes its apparent activation energy $E_{\rm app}=-(\partial\ln D/\partial\beta)_N$, the local Arrhenius slope of its diffusivity $D$ at fixed net donor density $N$. In the example, the intrinsic ($N=0$) energy is $E_i=4.00$ eV, but at $N=5\times10^{19}$ cm$^{-3}$ the line fitted from 900 to 1100 $^\circ$C has a slope of $3.22$ eV. Half the band gap, $0.38$ eV at 1000 $^\circ$C, accounts for only about half of the missing $0.78$ eV.

Here $T$ is the temperature, $k$ Boltzmann's constant and $\beta=1/kT$. The electron, hole and intrinsic densities are $n$, $p$ and $n_i$, and $u=\ln(n/n_i)$. The Fermi level is $\mu$, the conduction-band edge $E_c$ and the gap $E_g$. Nondegenerate electrons obey $n=N_c\,e^{-\beta(E_c-\mu)}$, with $N_c$ the effective density of states of the conduction band. Neutrality gives $n+p=2n_i\cosh u$, and
\begin{equation}
N=2n_i\sinh u,\qquad t=\tanh u=\frac{N}{\sqrt{N^2+4n_i^2}},\qquad
\left(\frac{\partial u}{\partial\beta}\right)_N=tH,
\label{eq:recall}
\end{equation}
where
\begin{equation}
H=-\frac{d\ln n_i}{d\beta}=\frac12\left(E_g-T\frac{dE_g}{dT}\right)+\frac32kT .
\label{eq:H2}
\end{equation}

In a uniformly doped crystal with defects in equilibrium, $D=D_i\,n/n_i$, where $D_i(T)$ is the intrinsic diffusivity, and $E_{\rm app}=E_i-tH$. Assumption (A2) is that all dopants are ionized, apart from the few bound in mobile pairs.

If the donor is the only dopant and has a gradient of its own, an internal field arises. With local neutrality and equilibrium defects, the effective diffusivity is
\begin{equation}
D_{\rm eff}=D_i\frac{n}{n_i}(1+t),
\label{eq:field}
\end{equation}
and its apparent energy at fixed local $N$ is
\begin{equation}
E_{\rm eff}=E_i-t(2-t)H .
\label{eq:Eeff}
\end{equation}
The field factor $1+t$ thus contributes an extra shift $-t(1-t)H$. Its largest magnitude is $H/4$, reached at $t=\frac12$, or $N\approx1.15\,n_i$.

\subsection{When several channels act in parallel}

\paragraph{Proposition 2.} Let $D=\sum_jD_j(T)(n/n_i)^{m_j}$ in a uniformly doped crystal, let $E_j=-d\ln D_j/d\beta$, and let $w_j$ be the fraction of $D$ carried by channel $j$ at the given $T$ and $N$. Then
\begin{equation}
E_{\rm app}=\sum_jw_j\left(E_j-m_jtH\right).
\label{eq:channels}
\end{equation}

\paragraph{Proof.} Write each term as $D_je^{m_ju}$. Its derivative with respect to $\beta$ is the term itself times $-E_j+m_jtH$. Summing, dividing by $-D$ and recognizing $w_j=D_je^{m_ju}/D$ gives \eqref{eq:channels}. $\square$

The weights depend on doping. The shift from the intrinsic value thus has two parts: the carrier term, and a change in the mixture of channels.

\subsection{The example at 1000 $^\circ$C}

The model donor is loosely patterned on arsenic in silicon. Its intrinsic diffusivity has the rough round parameters $E_i=4.00$ eV and $10$ cm$^2$/s. The density-of-states masses are $1.1$ and $1.0$ electron masses for electrons and holes. The gap follows the Varshni form
\begin{equation}
E_g=1.17\ {\rm eV}-\frac{(4.73\times10^{-4}\ {\rm eV/K})\,T^2}{T+636\ {\rm K}},
\end{equation}
whose use at anneal temperatures is an extrapolation. At 1000 $^\circ$C it gives $E_g=0.768$ eV and a slope of $-0.42$ meV/K. The three parts of \eqref{eq:H2} are then
\begin{equation}
H=0.384+0.268+0.165=0.817\ {\rm eV}.
\end{equation}
The gap itself supplies less than half of $H$. This answers the question raised by the opening numbers: the temperature slope of the gap and the kinetic energy of the carriers make up the rest.

The intrinsic density is $7.10\times10^{18}$ cm$^{-3}$. For $N=5\times10^{19}$ cm$^{-3}$, in units of $10^{18}$ cm$^{-3}$,
\begin{equation}
t=\frac{50}{\sqrt{50^2+4(7.10)^2}}=\frac{50}{51.98}=0.962,
\end{equation}
and the shift, with one more digit kept in each factor, is $-0.9619\times0.8165=-0.785$ eV, so $E_{\rm app}=3.21$ eV. The electron density is $5.10\times10^{19}$ cm$^{-3}$, which is $7.18$ times $n_i$. It raises the diffusivity from $1.5\times10^{-15}$ to $1.1\times10^{-14}$ cm$^2$/s.

At the same temperature, the shift depends on doping as follows. The last column is for a gradient of the dopant itself.
\begin{center}
\begin{tabular}{cccc}
$N$ (cm$^{-3}$) & $t$ & $-tH$ (eV) & $-t(2-t)H$ (eV)\\
$10^{18}$ & 0.070 & $-0.057$ & $-0.111$\\
$10^{19}$ & 0.576 & $-0.470$ & $-0.670$\\
$5\times10^{19}$ & 0.962 & $-0.785$ & $-0.815$\\
$10^{20}$ & 0.990 & $-0.808$ & $-0.816$
\end{tabular}
\end{center}
A numerical scan of the field factor, in steps of $0.05\,n_i$, found the largest extra shift to be $-0.204$ eV at $8.2\times10^{18}$ cm$^{-3}$. This is $-H/4$ at $1.15\,n_i$, as derived.

\subsection{The Arrhenius line and its use}

With the doping still at $5\times10^{19}$ cm$^{-3}$, the local values across the anneal window are:
\begin{center}
\begin{tabular}{ccccc}
$T$ ($^\circ$C) & $n/n_i$ & $t$ & $H$ (eV) & $E_{\rm app}$ (eV)\\
900 & 13.3 & 0.989 & 0.800 & 3.21\\
1000 & 7.18 & 0.962 & 0.817 & 3.21\\
1100 & 4.31 & 0.898 & 0.833 & 3.25
\end{tabular}
\end{center}
From 900 to 1100 $^\circ$C, $H$ grows by 4\% while $t$ falls by 9\%, so the shift is weaker at the upper end. Up to about 950 $^\circ$C the two changes nearly cancel. The slope changes by only $0.04$ eV, and the plot looks straight. The fitted slope of $3.22$ eV lies between the local values at the two ends.

The fitted prefactor is $0.058$ cm$^2$/s, compared with $10$ cm$^2$/s for the intrinsic line. The doped and intrinsic diffusivities differ at 1000 $^\circ$C by the factor $7.18$, and the slopes of the two lines differ by $0.782$ eV. With $kT=0.1097$ eV, a line through that point has the prefactor
\begin{equation}
10\times7.18\times e^{-0.782/0.1097}\approx0.058\ {\rm cm^2/s},
\end{equation}
which agrees with the fit. The small prefactor thus comes from the same carrier ratio as the small slope, and says nothing separate about the jump rate or the entropy of the pair.

Mixing the two descriptions is costly. Suppose $D$ is known at 1000 $^\circ$C for this doping and is carried to 800 $^\circ$C with the intrinsic energy. The result is $1.2\times10^{-17}$ cm$^2$/s, while the model gives $4.5\times10^{-17}$ cm$^2$/s, a factor of $3.8$ more. That factor is the growth of $n/n_i$ on cooling. The doped Arrhenius line, extended to 800 $^\circ$C, is within 1\% of the model.

\subsection{How far the neglected effects move the shift}

All changes below refer to the shift of $-0.785$ eV at 1000 $^\circ$C and $5\times10^{19}$ cm$^{-3}$.

\paragraph{Degeneracy.} The pair density follows $z=e^{-\beta(E_c-\mu)}$, which equals $y=n/N_c$ for nondegenerate electrons. To the next order, Fermi--Dirac statistics give $y=z-z^2/2^{3/2}$, so $\ln z\approx\ln y+y/2^{3/2}$. At fixed $n$ the last term varies as $\beta^{3/2}$ and adds $-\frac32kT\,y/2^{3/2}$ to the energy. With $y=0.20$ this is $-0.012$ eV. The full Fermi--Dirac calculation gives $-0.011$ eV. The correction grows with doping: at $10^{20}$ cm$^{-3}$ it is $-0.022$ eV in a uniform crystal and $-0.032$ eV with a gradient of the dopant, where the field factor becomes $2.13$ instead of $1.99$.

\paragraph{Band parameters.} A 10\% error in $dE_g/dT$, at fixed gap, moves the shift by $0.026$ eV either way. Since the gap curve is extrapolated, an error of twice that size cannot be excluded. If the product of the two masses grew as $T^{0.3}$, then $n_i$, which contains that product to the power $\frac34$, would gain a factor $T^{0.225}$. This adds $0.225\,kT$ to $H$ and $-0.024$ eV to the shift.

\paragraph{A second channel.} Let 20\% of the intrinsic diffusivity at 1000 $^\circ$C come from a channel with $m=0$ and an energy of $3.5$ eV. The intrinsic energy becomes $0.8\times4.0+0.2\times3.5=3.90$ eV. In the doped crystal the first channel carries the fraction
\begin{equation}
\frac{0.8\times7.18}{0.8\times7.18+0.2}=0.966,
\end{equation}
and \eqref{eq:channels} gives $0.966\times3.215+0.034\times3.5=3.22$ eV. The shift shrinks to $-0.68$ eV, mainly because the intrinsic reference has dropped. In real arsenic the share of such a channel may be larger. With 60\% in place of 20\%, the same formula leaves a shift of only $-0.44$ eV.

\paragraph{Screening.} Mobile carriers surround each charge and lower its energy by $\Delta=e^2/(8\pi\epsilon\lambda)$ in the classical Debye--H\"uckel picture, where $\epsilon$ is the permittivity and $\lambda^{-2}=e^2\beta(n+p)/\epsilon$. The donor ion and the electron are both lowered, but the neutral pair is not, so at given $n$ the pair costs $2\Delta$ more. Here $\Delta$ is $0.0527$ eV in the doped and $0.0275$ eV in the intrinsic crystal. With $n$ and $n_i$ kept at their ideal values, $D$ is multiplied, relative to the ideal law, by $e^{-2(0.0527-0.0275)/0.1097}=0.63$.

The effect on the slope is larger than these energies suggest. Since $\beta\Delta$ varies as $\beta^{3/2}(n+p)^{1/2}$, and $n+p=2n_i\cosh u$ gives $\partial\ln(n+p)/\partial\beta=-H+t^2H$,
\begin{equation}
\frac{\partial(\beta\Delta)}{\partial\beta}
=\Delta\left[\frac32-\frac{\beta H}{2}(1-t^2)\right].
\end{equation}
This is $+0.064$ eV in the doped crystal and $-0.061$ eV in the intrinsic one, where $t=0$ and screening strengthens rapidly on heating. Twice the difference is $+0.25$ eV, which would reduce the shift to about $-0.53$ eV. If $n_i$ is not pinned and the gap is allowed to narrow by $2\Delta$ in both crystals, the factor on $D$ is $0.51$ and the change of slope is $+0.22$ eV. The estimate is good to an order of magnitude at best: the thermal wavelength of the electron exceeds the screening length of $1.2$ nm, so the electron cannot be treated as a classical point charge. The wavelength is $2.0$ nm even with the density-of-states mass of $1.1$, which combines the six valleys of silicon, and about $3.7$ nm with the mass of $0.32$ for a single valley.

\paragraph{Ionization.} Screening also supports assumption (A2). With a rough donor mass of $0.3$ and a relative permittivity of $11.7$, the radius of the donor state would be $2.1$ nm, or $1.8$ screening lengths. A statically screened Coulomb potential stops binding an electron when this ratio exceeds about $1.2$. In this picture the donor has no bound level to fill at this doping. Below about $2\times10^{19}$ cm$^{-3}$ at 1000 $^\circ$C the ratio is under $1.2$ and a shallow level survives. There, and in the intrinsic reference crystal, (A2) is an assumption. A level close to the band edge with $g_d$ states holds about $g_dn/N_c$ electrons per ionized donor. At a fixed total donor density of $10^{19}$ cm$^{-3}$, with neutrality solved again for the ionized part, this simple count makes 9\% of the donors neutral for $g_d=2$, and about a third for $g_d=12$, which counts two spins in each of six valleys. If the same count is applied to the intrinsic reference crystal, where donors are also partly neutral, the shift at that doping changes from $-0.47$ to $-0.43$ or $-0.31$ eV. Most of this change comes from the reference. The count probably overstates the effect, because a barely bound state differs little from a free one: in the same screened potential the level is bound by only about $1$ meV in the intrinsic crystal and $0.5$ meV at $10^{19}$ cm$^{-3}$, against $kT=110$ meV.

\subsection{The model beside real silicon}

The intrinsic energy of 4 eV is a rough value for arsenic in silicon. The other parameters are rough too, and the screening estimate alone leaves the shift uncertain by a few tenths of an eV. At higher concentrations arsenic forms immobile clusters, and then neither the carrier density nor the mobile fraction follows from the total concentration alone.

Implantation breaks the assumption of defect equilibrium, because it leaves excess interstitials. If they multiply $D$ by a factor $S(T)$, the apparent energy changes by $-d\ln S/d\beta$. Suppose, for illustration, that $S$ is ten times larger at 900 than at 1100 $^\circ$C. With $kT=0.1011$ and $0.1183$ eV, $\beta$ differs by $1.44$ eV$^{-1}$, and the mean slope drops by $\ln10/1.44=1.6$ eV, twice the Fermi-level shift. Adding $tH$ to a measured slope recovers the intrinsic energy, within the corrections estimated above, if the defects were in equilibrium, the doping was uniform and fixed, and one channel proportional to $n/n_i$ carried the flux. When these conditions are not met, the result can be wrong by more than the Fermi-level shift itself. Further digits of the main values are in the numerical output that follows.

\section*{Numbers as computed}
\begin{verbatim}
Net donor density N = 5.0e+19 cm^-3
Intrinsic: E_i = 4.00 eV, prefactor = 10.0 cm^2/s
Masses/m_e: electrons 1.10, holes 1.00
Gap curve: 1.170 eV, 4.73e-04 eV/K, 636 K
At 900 C: kT = 0.1011 eV, gap = 0.810 eV, n_i = 3.79e+18 cm^-3
  n = 5.029e+19 cm^-3, n/n_i = 13.26, t = 0.9887, H = 0.7999 eV
  shift = -0.7908 eV, E_app = 3.2092 eV
  D_i = 6.55e-17, D = 8.69e-16 cm^2/s
At 1000 C: kT = 0.1097 eV, gap = 0.768 eV, n_i = 7.10e+18 cm^-3
  n = 5.099e+19 cm^-3, n/n_i = 7.18, t = 0.9619, H = 0.8165 eV
  shift = -0.7854 eV, E_app = 3.2146 eV
  D_i = 1.47e-15, D = 1.05e-14 cm^2/s
At 1100 C: kT = 0.1183 eV, gap = 0.726 eV, n_i = 1.23e+19 cm^-3
  n = 5.285e+19 cm^-3, n/n_i = 4.31, t = 0.8976, H = 0.8328 eV
  shift = -0.7475 eV, E_app = 3.2525 eV
  D_i = 2.08e-14, D = 8.98e-14 cm^2/s
At 1000 C: dE_g/dT = -0.4205 meV/K
  parts of H: gap/2 = 0.3842 eV, slope = 0.2677 eV, 1.5 kT = 0.1646 eV
  N = 1e+18 cm^-3: t = 0.0702, shift = -0.0573 eV, with field = -0.1107 eV
  N = 1e+19 cm^-3: t = 0.5757, shift = -0.4700 eV, with field = -0.6695 eV
  N = 5e+19 cm^-3: t = 0.9619, shift = -0.7854 eV, with field = -0.8153 eV
  N = 1e+20 cm^-3: t = 0.9901, shift = -0.8083 eV, with field = -0.8164 eV
  largest extra field shift = -0.2041 eV at N = 8.17e+18 cm^-3
Arrhenius fit 900-1100 C: E = 3.2176 eV, prefactor = 5.758e-02 cm^2/s
At 800 C: model D = 4.49e-17 cm^2/s
  carried from 1000 C with E_i: 1.18e-17 cm^2/s, too small by 3.81 times
  carried with the fit: 4.46e-17 cm^2/s, ratio to model 0.993
Neglected effects at 1000 C, change of the shift:
  n/N_c = 0.198; Fermi-Dirac statistics: -0.0110 eV
  10% error in gap slope: +/-0.0257 eV
  mass product growing as T^0.3: -0.0237 eV
  second channel (20% of D_i, 3.5 eV): E_app = 3.2242 eV
    its intrinsic E = 3.9000 eV, shift = -0.6758 eV
  screening length = 1.17 nm, electron thermal wavelength = 1.99 nm
  lowering per charge: doped 0.0527 eV, intrinsic 0.0275 eV
  classical screening: D times 0.632, shift +0.251 eV
  donor radius = 2.06 nm (mass 0.3 m_e, permittivity 11.7)
  radius/screening length = 1.77, binding lost above 1.17
  screened donor binds an electron: False
\end{verbatim}
